**Finite ohmic contact: front resistance, end resistance and parameter extraction**

The program tests $R_c=(R_{sk}L_T/W)\coth(d/L_T)$ and $R_e=(R_{sk}L_T/W)/\sinh(d/L_T)$, where $L_T=\sqrt{\rho_c/R_{sk}}$. Here $d$ and $W$ are the contact length and width, $\rho_c$ is the contact resistivity, and $R_{sk}$ and $R_{sh}$ are the sheet resistances under the metal and in the gap. Resistor networks built from local Ohm's law supply the synthetic measurements. The program asserts agreement with both formulas for five values of $d/L_T$ from 0.2 to 6, and it also tests the short and long limits of $R_c$, the current profile and the error sensitivities. It asserts that $R_c$ and $R_e$ together recover the input $\rho_c$ and $R_{sk}$, while a wrong pair can reproduce the whole transfer-length line but not $R_e$. In the example, assuming equal sheet resistances makes $\rho_c$ 17% too low, and ignoring the contacts lowers the apparent mobility from 1950 to 947 cm²/Vs. Further networks test the leading thickness correction and the effect of metal resistance; these raise $R_c$ by about 0.5% and 0.1%.

## Check in Python

```python
"""Finite planar ohmic contact and transfer-length measurement.

Result under test, with LT = sqrt(rho_c/R_sk) and u = d/LT:
    front resistance  R_c = R_sk*LT/W * coth(u)
    end resistance    R_e = R_sk*LT/W / sinh(u)
    two contacts      R_total = R_sh*gap/W + 2*R_c
rho_c: specific contact resistivity; R_sk, R_sh: sheet resistance under
the metal and in the gap; d, W: contact length and width.
R_c and R_e together give rho_c and R_sk; R_c alone does not.
Synthetic measurements come from resistor networks obeying local Ohm's law.
Internal units: cm, ohm, ampere, volt.
"""
import numpy as np
from scipy.constants import e as q, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

um = 1e-4
W, d, t = 100 * um, 2 * um, 0.2 * um
R_sh, R_sk, rho_c = 80.0, 60.0, 1e-6
N_s, T, I_test = 4e13, 300.0, 1e-3
R_metal, gap_error = 0.1, 0.05 * um
gaps = np.array([2, 4, 8, 16, 32]) * um


def solve_network(edges, size, source, ground):
    """Node voltages for 1 A from source to ground; edge = (i, j, siemens)."""
    columns = [np.broadcast_arrays(*map(np.atleast_1d, x)) for x in edges]
    i, j, g = (np.concatenate(c) for c in zip(*columns))
    rows, cols = np.concatenate([i, j, i, j]), np.concatenate([i, j, j, i])
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]), (rows, cols)),
                        shape=(size, size)).tocsr()
    keep = np.delete(np.arange(size), ground)
    current = np.zeros(size)
    current[source] = 1.0
    voltage = np.zeros(size)
    voltage[keep] = spsolve(matrix[keep][:, keep].tocsc(), current[keep])
    return voltage


def test_row(gap, rho=rho_c, under=R_sk, length=d, n=400):
    """Three contacts: current from 0 to 1; contact 2 floats as a probe."""
    dx = length / n
    edges = []
    for c in range(3):
        cells = c * n + np.arange(n)
        edges.append((cells[:-1], cells[1:], W / (under * dx)))
        edges.append((cells, 3 * n + c, W * dx / rho))
    for c, spacing in enumerate([gap, 4 * um]):
        edges.append(((c + 1) * n - 1, (c + 1) * n,
                      W / (R_sh * spacing + under * dx)))
    v = solve_network(edges, 3 * n + 3, 3 * n, 3 * n + 1)
    sheet_current = -np.diff(v[n:2 * n]) * W / (under * dx)
    return v[3 * n], v[3 * n + 2], sheet_current


def front_formula(rho, under, length=d):
    LT = np.sqrt(rho / under)
    return under * LT / W / np.tanh(length / LT)


def end_formula(rho, under, length=d):
    LT = np.sqrt(rho / under)
    return under * LT / W / np.sinh(length / LT)


def separate(front, end, length=d):
    u = np.arccosh(front / end)
    root = np.sqrt(front**2 - end**2)
    return W * length * root / u, W * u * root / length


# Front and end resistance for short to long contacts
LT = np.sqrt(rho_c / R_sk)
for ratio in (0.2, 0.7, 1.5, 3.0, 6.0):
    length = ratio * LT
    total, end, _ = test_row(4 * um, length=length)
    front = (total - R_sh * 4 * um / W) / 2
    assert abs(front / front_formula(rho_c, R_sk, length) - 1) < 1e-4
    assert abs(end / end_formula(rho_c, R_sk, length) - 1) < 1e-3
    if ratio == 0.2:
        short_limit = (rho_c / length + R_sk * length / 3) / W
        assert abs(front / short_limit - 1) < 2e-4
    if ratio == 6.0:
        assert abs(front * W / np.sqrt(rho_c * R_sk) - 1) < 2e-4

# Sheet current along the contact
u = d / LT
_, _, profile = test_row(4 * um)
x = np.arange(1, 400) * d / 400
assert np.max(abs(profile - np.sinh((d - x) / LT) / np.sinh(u))) < 1e-4
transferred = 1 - np.interp(LT, x, profile)

# Transfer-length line and full separation
rows = [test_row(g) for g in gaps]
totals = np.array([r[0] for r in rows])
R_e = rows[0][1]
slope, intercept = np.polyfit(gaps, totals, 1)
R_sh_fit, R_c = slope * W, intercept / 2
x_intercept = -intercept / slope
rho_fit, under_fit = separate(R_c, R_e)
assert abs(R_sh_fit / R_sh - 1) < 1e-6
assert abs(rho_fit / rho_c - 1) < 1e-4
assert abs(under_fit / R_sk - 1) < 1e-4
assert abs(x_intercept / (-2 * R_sk / R_sh * LT / np.tanh(u)) - 1) < 1e-4

# A wrong parameter pair reproduces the line but not the end resistance
LT_long = -x_intercept / 2
rho_long = R_sh_fit * LT_long**2
LT_equal = brentq(lambda s: s / np.tanh(d / s) - R_c * W / R_sh_fit,
                  0.01 * um, 20 * um, xtol=1e-14)
rho_equal = R_sh_fit * LT_equal**2
wrong_rows = [test_row(g, rho_equal, R_sh_fit) for g in gaps]
wrong_totals = np.array([r[0] for r in wrong_rows])
wrong_end = wrong_rows[0][1]
assert np.max(abs(wrong_totals / totals - 1)) < 1e-5
assert abs(rho_equal / rho_c - 1) > 0.05
assert abs(wrong_end / R_e - 1) > 0.05

# Sensitivity of the extracted contact resistivity
s = 1e-4
sens_front = np.log(separate(R_c * (1 + s), R_e)[0]
                    / separate(R_c * (1 - s), R_e)[0]) / (2 * s)
sens_end = np.log(separate(R_c, R_e * (1 + s))[0]
                  / separate(R_c, R_e * (1 - s))[0]) / (2 * s)
coth = 1 / np.tanh(u)
assert abs(sens_front - (coth**2 - coth / u)) < 1e-3
assert abs(sens_end - (coth / u - 1 / np.sinh(u)**2)) < 1e-3

# Mobility with and without removal of the contacts
mobility = 1 / (q * N_s * R_sh_fit)
mobility_two_terminal = gaps[0] / (W * q * N_s * totals[0])

# Gap-length error: actual gaps are longer than the nominal ones
actual = np.array([test_row(g + gap_error)[0] for g in gaps])
R_c_gap = np.polyfit(gaps, actual, 1)[1] / 2
rho_gap = separate(R_c_gap, R_e)[0]


def layer_2d(thickness, nz=20, hx=0.01 * um):
    """Layer of finite thickness, with sheet before and after the contact."""
    lead, contact = 100, int(round(d / hx))
    nx, hz = 2 * lead + contact, thickness / nz
    node = np.arange(nx * nz).reshape(nx, nz)
    under = slice(lead, lead + contact)
    resistivity = np.full(nx, R_sh * thickness)
    resistivity[under] = R_sk * thickness
    source, metal = nx * nz, nx * nz + 1
    between = 2 * W * hz / (hx * (resistivity[:-1] + resistivity[1:]))
    edges = [
        (node[:-1].ravel(), node[1:].ravel(), np.repeat(between, nz)),
        (node[:, :-1].ravel(), node[:, 1:].ravel(),
         np.repeat(W * hx / (resistivity * hz), nz - 1)),
        (node[under, -1], metal,
         W * hx / (rho_c + resistivity[under] * hz / 2)),
        (source, node[0], 2 * W * hz / (resistivity[0] * hx))]
    v = solve_network(edges, nx * nz + 2, source, metal)
    return v[source] - R_sh * lead * hx / W, v[node[-1]].mean()


# Finite thickness: the leading correction and its scaling
front_2d, end_2d = layer_2d(t)
front_thin, _ = layer_2d(t / 2)
ideal = front_formula(rho_c, R_sk)
added_rho = R_sk * t**2 / 3
corrected = front_formula(rho_c + added_rho, R_sk)
assert abs(front_2d - corrected) < 0.25 * abs(front_2d - ideal)
assert 3 < (front_2d - ideal) / (front_thin - ideal) < 5
rho_2d = separate(front_2d, end_2d)[0]

# Metal resistance with the current drawn from the far edge of the metal
n = 400
dx = d / n
sheet, metal = np.arange(n), n + np.arange(n)
metal_edges = [
    (2 * n, 0, 2 * W / (R_sk * dx)),
    (sheet[:-1], sheet[1:], W / (R_sk * dx)),
    (sheet, metal, W * dx / rho_c),
    (metal[:-1], metal[1:], W / (R_metal * dx)),
    (metal[-1], 2 * n + 1, 2 * W / (R_metal * dx))]
front_metal = solve_network(metal_edges, 2 * n + 2, 2 * n, 2 * n + 1)[2 * n]
metal_loss = R_metal / W * quad(
    lambda y: (1 - np.sinh((d - y) / LT) / np.sinh(u))**2, 0, d)[0]
assert abs((front_metal - ideal) / metal_loss - 1) < 0.02


def percent(value, reference):
    return 100 * (value / reference - 1)


print(f"Contact width W: {W/um:.0f} um")
print(f"Contact length d: {d/um:.1f} um")
print(f"Layer thickness t: {t/um*1000:.0f} nm")
print(f"Input gap sheet resistance R_sh: {R_sh:.1f} ohm/sq")
print(f"Input sheet resistance under metal R_sk: {R_sk:.1f} ohm/sq")
print(f"Input contact resistivity rho_c: {rho_c:.3e} ohm cm2")
print(f"Input gap sheet density N_s: {N_s:.2e} cm-2")
print(f"Temperature: {T:.0f} K")
print(f"Transfer length L_T: {LT/um:.4f} um")
print(f"Ratio u = d/L_T: {u:.4f} (no unit)")
print(f"coth(u): {coth:.4f} (no unit)")
print(f"sinh(u): {np.sinh(u):.4f} (no unit)")
print(f"Current transferred within L_T: {100*transferred:.1f} %")
for g, r in zip(gaps, totals):
    print(f"Total resistance at gap {g/um:.0f} um: {r:.4f} ohm")
print(f"Line slope: {slope*um:.4f} ohm/um")
print(f"Line intercept 2R_c: {intercept:.4f} ohm")
print(f"Zero-resistance gap intercept: {x_intercept/um:.4f} um")
print(f"Extracted R_sh: {R_sh_fit:.3f} ohm/sq")
print(f"Extracted R_c: {R_c:.4f} ohm")
print(f"Measured end resistance R_e: {R_e:.4f} ohm")
print(f"Full separation, R_sk: {under_fit:.3f} ohm/sq")
print(f"Full separation, rho_c: {rho_fit:.4e} ohm cm2")
print(f"Long-contact shortcut, L_T: {LT_long/um:.4f} um")
print(f"Long-contact shortcut, rho_c: {rho_long:.4e} ohm cm2")
print(f"Long-contact shortcut, rho_c error: {percent(rho_long, rho_c):.1f} %")
print(f"Equal-sheet coth fit, L_T: {LT_equal/um:.4f} um")
print(f"Equal-sheet coth fit, rho_c: {rho_equal:.4e} ohm cm2")
print(f"Equal-sheet coth fit, rho_c error: {percent(rho_equal, rho_c):.1f} %")
print(f"Equal-sheet coth fit, predicted R_e: {wrong_end:.4f} ohm")
print(f"Sensitivity dln(rho_c)/dln(R_c): {sens_front:.3f} (no unit)")
print(f"Sensitivity dln(rho_c)/dln(R_e): {sens_end:.3f} (no unit)")
print(f"Mobility from slope: {mobility:.0f} cm2/Vs")
print(f"Two-terminal mobility, 2 um gap: {mobility_two_terminal:.0f} cm2/Vs")
print(f"Gap-length error assumed: {gap_error/um*1000:.0f} nm")
print(f"Gap error, change of R_c: {percent(R_c_gap, R_c):.2f} %")
print(f"Gap error, change of rho_c: {percent(rho_gap, rho_fit):.2f} %")
print(f"Thickness term R_sk t^2/3: {added_rho:.2e} ohm cm2")
print(f"2D layer, change of R_c: {percent(front_2d, ideal):.3f} %")
print(f"2D layer, change of extracted rho_c: {percent(rho_2d, rho_c):.3f} %")
print(f"Metal sheet resistance assumed: {R_metal:.2f} ohm/sq")
print(f"Metal resistance, change of R_c: {percent(front_metal, ideal):.3f} %")
print(f"Bare metal finger, end to end: {R_metal*W/d:.2f} ohm")
print(f"Test current: {I_test*1000:.1f} mA")
print(f"Largest contact voltage: {I_test*R_c*1000:.3f} mV")
print(f"Thermal voltage kT/q: {k_B*T/q*1000:.2f} mV")
print(f"Field in gap: {I_test*R_sh/W:.1f} V/cm")
print("all good")
```

Output:

```
Contact width W: 100 um
Contact length d: 2.0 um
Layer thickness t: 200 nm
Input gap sheet resistance R_sh: 80.0 ohm/sq
Input sheet resistance under metal R_sk: 60.0 ohm/sq
Input contact resistivity rho_c: 1.000e-06 ohm cm2
Input gap sheet density N_s: 4.00e+13 cm-2
Temperature: 300 K
Transfer length L_T: 1.2910 um
Ratio u = d/L_T: 1.5492 (no unit)
coth(u): 1.0945 (no unit)
sinh(u): 2.2476 (no unit)
Current transferred within L_T: 74.3 %
Total resistance at gap 2 um: 3.2956 ohm
Total resistance at gap 4 um: 4.8956 ohm
Total resistance at gap 8 um: 8.0956 ohm
Total resistance at gap 16 um: 14.4956 ohm
Total resistance at gap 32 um: 27.2956 ohm
Line slope: 0.8000 ohm/um
Line intercept 2R_c: 1.6956 ohm
Zero-resistance gap intercept: -2.1195 um
Extracted R_sh: 80.000 ohm/sq
Extracted R_c: 0.8478 ohm
Measured end resistance R_e: 0.3446 ohm
Full separation, R_sk: 60.000 ohm/sq
Full separation, rho_c: 1.0000e-06 ohm cm2
Long-contact shortcut, L_T: 1.0598 um
Long-contact shortcut, rho_c: 8.9846e-07 ohm cm2
Long-contact shortcut, rho_c error: -10.2 %
Equal-sheet coth fit, L_T: 1.0188 um
Equal-sheet coth fit, rho_c: 8.3032e-07 ohm cm2
Equal-sheet coth fit, rho_c error: -17.0 %
Equal-sheet coth fit, predicted R_e: 0.2335 ohm
Sensitivity dln(rho_c)/dln(R_c): 0.491 (no unit)
Sensitivity dln(rho_c)/dln(R_e): 0.509 (no unit)
Mobility from slope: 1950 cm2/Vs
Two-terminal mobility, 2 um gap: 947 cm2/Vs
Gap-length error assumed: 50 nm
Gap error, change of R_c: 2.36 %
Gap error, change of rho_c: 1.16 %
Thickness term R_sk t^2/3: 8.00e-09 ohm cm2
2D layer, change of R_c: 0.498 %
2D layer, change of extracted rho_c: 0.782 %
Metal sheet resistance assumed: 0.10 ohm/sq
Metal resistance, change of R_c: 0.098 %
Bare metal finger, end to end: 5.00 ohm
Test current: 1.0 mA
Largest contact voltage: 0.848 mV
Thermal voltage kT/q: 25.85 mV
Field in gap: 8.0 V/cm
all good
```
